\section*{Electron vacuum polarization in the nuclear-size coefficient of muonic atoms}

\section{The coefficient of $R^2$}

To turn a $2P$--$2S$ interval of a muonic atom into a nuclear charge radius $R$, one divides the nuclear-size part of the interval by a computed coefficient of $R^2$. One must decide whether the pure Coulomb coefficient suffices or whether the electron vacuum polarization has to be carried inside it, and for which levels. In muonic hydrogen the polarization enlarges the coefficient by $0.54\%$ of its Coulomb value, which lowers the extracted radius by half that fraction, $0.27\%$. The correction has two parts: (a) the change of the muon density at the nucleus, and (b) the Laplacian of the Uehling potential, which also acts on $P$ states.

The model is a spinless nonrelativistic muon with reduced mass $\mu$, a spherical nucleus of charge $Z$ and rms radius $R$, and the one-loop electron polarization to first order. Lengths are in $a=\hbar/(\mu cZ\alpha)$ and energies in $\mu c^2(Z\alpha)^2$, so that $H_0=-\tfrac12\nabla^2-1/r$, $E_n=-1/2n^2$, and the electron mass is $\beta=m_e/(\mu Z\alpha)$. We assume $R\ll1$ and $\beta R\ll1$, where $\beta R$ is the nuclear radius in units of $\hbar/m_ec$; otherwise $\beta$ is arbitrary.

The input from QED is the on-shell renormalized polarization function, which dresses the potential to $V(q)=-4\pi[1+\Pi(q^2)]/q^2$:
\begin{equation}
\Pi=\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\ln\!\Big[1+x(1-x)\frac{q^2}{\beta^2}\Big].
\end{equation}
Put $x=(1+v)/2$, so $x(1-x)=(1-v^2)/4$, and use evenness in $v$ to integrate over $0<v<1$. Integrate by parts with the antiderivative $(v-v^3/3)/4$; it vanishes at $v=0$ and the logarithm vanishes at $v=1$:
\begin{equation}
\Pi=\frac{\alpha}{\pi}\int_0^1\!dv\,\frac{v^2(1-v^2/3)\,q^2}{4\beta^2+(1-v^2)q^2}.
\end{equation}
With $1-v^2=1/t^2$ one has $v\,dv=dt/t^3$, $v=\sqrt{t^2-1}/t$ and $1-v^2/3=\tfrac23(1+1/2t^2)$, so
\begin{equation}
\Pi=\int_1^\infty\!dt\,\frac{w(t)\,q^2}{q^2+\kappa^2},\quad
w=\frac{2\alpha}{3\pi}\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2},\quad \kappa=2\beta t .
\end{equation}
Since $-4\pi/(q^2+\kappa^2)$ is the transform of $Y=-e^{-\kappa r}/r$, the Uehling potential is $V_U=\int w\,Y\,dt$. The work is done for one $Y$ of strength $\epsilon$ and integrated over $t$ last. The result is
\begin{equation}
\Delta E_{nl}=R^2\Big[\frac{2\,\delta_{l0}}{3n^3}\Big(1+\int\! w\,C_n\,dt\Big)+\frac16\int\! w\,L_{nl}\,dt\Big],
\label{res}
\end{equation}
with $C_n(\kappa)$ and $L_{nl}(\kappa)$ derived below. The polarization terms are the mixed derivative of the energy in $\epsilon$ and $R^2$, and the two derivations take the derivatives in opposite orders. The radial functions $u=r\sqrt{4\pi}\,\psi$ (angular average understood) are
\begin{equation}
u_{1S}=2re^{-r},\quad u_{2S}=\tfrac{1}{\sqrt2}\,r\,(1-\tfrac r2)e^{-r/2},\quad u_{2P}=\tfrac{1}{\sqrt{24}}\,r^2e^{-r/2},
\end{equation}
with $4\pi|\psi(0)|^2=u'(0)^2=4/n^3$ for $S$ states. All integrals follow from $\int_0^\infty r^ke^{-pr}dr=\Gamma(k+1)/p^{k+1}$ and its derivative in $k$,
\begin{equation}
\int_0^\infty r^ke^{-pr}(\ln r+\gamma)\,dr=\frac{k!\,(H_k-\ln p)}{p^{k+1}},\qquad H_k=\sum_{j=1}^k\frac1j ,
\label{int}
\end{equation}
where $\gamma$ is Euler's constant.

\section{First derivation: polarization first, size second}

An extended nucleus folds the point potential with its charge density $\rho$, which multiplies $V(q)$ by $F(q)=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. For spherical $\rho$ the linear term vanishes and $\langle(\mathbf q\cdot\mathbf r)^2\rangle=q^2R^2/3$, so $F=1-q^2R^2/6+\dots$. As $-q^2$ represents $\nabla^2$, the potential changes by $(R^2/6)\nabla^2V$. For $V=-1/r+\epsilon Y$ with eigenstate $\psi_\epsilon$, and $\nabla^2(-1/r)=4\pi\delta^3(\mathbf r)$,
\begin{equation}
\Delta E=\frac{R^2}{6}\Big[4\pi|\psi_\epsilon(0)|^2+\epsilon\langle\nabla^2Y\rangle\Big]+O(\epsilon^2).
\end{equation}
This has the form (\ref{res}) with $C_n=d\ln|\psi_\epsilon(0)|^2/d\epsilon$ and $L_{nl}=\langle\nabla^2Y\rangle$.

\subsection{Laplacian term}

The Yukawa function obeys $(\nabla^2-\kappa^2)Y=4\pi\delta^3$: away from the origin $(rY)''=\kappa^2rY$, and at the origin $Y$ has the singularity of $-1/r$. Hence $L=u'(0)^2-\kappa^2\int u^2e^{-\kappa r}r^{-1}dr$. For $1S$ the integral is $4/(2+\kappa)^2$. For $2S$, with $p=1+\kappa$, it is $\tfrac12[p^{-2}-2p^{-3}+\tfrac32p^{-4}]=(2p^2-4p+3)/4p^4=(1+2\kappa^2)/4p^4$. For $2P$ it is $3!/(24p^4)$ and $u'(0)=0$. Over common denominators,
\begin{align}
L_{1S}&=4-\frac{4\kappa^2}{(2+\kappa)^2}=\frac{16(1+\kappa)}{(2+\kappa)^2},\\
L_{2S}&=\frac{2(1+\kappa)^4-\kappa^2-2\kappa^4}{4(1+\kappa)^4}=\frac{2+8\kappa+11\kappa^2+8\kappa^3}{4(1+\kappa)^4},\\
L_{2P}&=-\frac{\kappa^2}{4(1+\kappa)^4}.
\end{align}
The quantity $\nabla^2V_U/4\pi$ is the induced charge density, counted positive when it attracts the muon. A $P$ state samples only the extended part, which has the opposite sign to the nucleus, so $L_{2P}<0$.

For $S$ states the two pieces cannot be integrated over $t$ separately. In the variable $v$, $w\,dt=(2\alpha/3\pi)[v^2/2-1+1/(1-v^2)]dv$, and the integral of the bracket up to $t=T$ is $v^3/6-v+\operatorname{artanh}v\to\ln2T-5/6$, equal to $9.0702$ at $T=10^4$. The delta part thus diverges logarithmically. The sum obeys $L/u'(0)^2\to4/\kappa$ for both $S$ states and converges as $\int dt/t^2$. The leading terms cancel because each $\nabla^2Y$ carries zero total charge.

\subsection{Contact density}

The first-order change $\epsilon\,\delta u$ solves $(H_0-E)\delta u=(\langle Y\rangle-Y)u$ with $\int u\,\delta u\,dr=0$, which keeps the norm. Write $\delta u=uf$, so that $C=2f(0)$. Because $u$ solves the homogeneous equation, $(H_0-E)(uf)=-(u^2f')'/2u$, and
\begin{equation}
u^2f'=J(r)\equiv2\int_0^r(Y-\langle Y\rangle)u^2ds ,
\end{equation}
with $J\sim r^2$ at the origin and $J\to0$ exponentially at infinity. Let $P(r)=\int_r^\infty u^2ds$, so $P(0)=1$ and $P'=-u^2$. Orthogonality, integrated by parts, reads $0=\int u^2f=f(0)+\int Pf'$. Define $K$ by $K'=P/u^2$ and integrate by parts again; $KJ$ vanishes at both ends because $K\sim1/r$ at the origin and grows only as a power at infinity:
\begin{equation}
f(0)=-\int K'J\,dr=\int KJ'\,dr,\qquad C=4\big\langle (K-\langle K\rangle)\,Y\big\rangle .
\label{CK}
\end{equation}

For $1S$, $P=e^{-2r}(1+2r+2r^2)$, so $2K'=1/2r^2+1/r+1$ and $2K=r+\ln r-1/2r$. With $\langle r\rangle=\tfrac32$, $\langle 1/r\rangle=1$ and $\langle\ln r\rangle=\tfrac32-\ln2-\gamma$ from (\ref{int}),
\begin{equation}
G_1\equiv2(K-\langle K\rangle)=r+\ln2r+\gamma-\tfrac52-\tfrac1{2r}.
\label{G1}
\end{equation}
Then $C_1=2\langle G_1Y\rangle=-8\int rG_1e^{-pr}dr$ with $p=2+\kappa$. The terms give $2/p^3$, $[1-\ln(p/2)]/p^2$, $-5/2p^2$ and $-1/2p$:
\begin{equation}
C_1=\frac4p+\frac{12+8\ln(p/2)}{p^2}-\frac{16}{p^3},\qquad p=2+\kappa .
\end{equation}

For $2S$ the node at $r=2$ gives $f$ a pole. The integrand $u\,\delta u$ is analytic there, so both integrations by parts may be done on a path that passes the node in the complex plane. Repeated integration by parts of $\tfrac12(s^2-s^3+s^4/4)e^{-s}$ gives $P=\tfrac12e^{-r}(r^4/4+r^2+2r+2)$, and partial fractions give
\begin{equation}
K'=\frac{r^4+4r^2+8r+8}{r^2(r-2)^2}=1+\frac4r+\frac2{r^2}+\frac{14}{(r-2)^2}.
\end{equation}
No simple pole at $r=2$ appears, since the numerator $N$ has $N(2)=N'(2)=56$ and $(N/r^2)'=56/4-112/8=0$. So $K=r+4\ln r-2/r-14/(r-2)$ is single-valued around the node, $u^2K$ is regular, and the path returns to the real axis. The averages are $\langle r\rangle=\tfrac12(6-24+30)=6$, $\langle1/r\rangle=\tfrac12(1-2+\tfrac32)=\tfrac14$, $\langle\ln r\rangle=\tfrac12(3-11+\tfrac{25}2)-\gamma=\tfrac94-\gamma$ and $\langle 1/(r-2)\rangle=\tfrac18(6-4)=\tfrac14$, so $\langle K\rangle=6+9-4\gamma-\tfrac12-\tfrac72=11-4\gamma$. With $s=1-r/2$,
\begin{align}
G_2&\equiv2s(K-\langle K\rangle)=(2-r)\Big(r-\frac2r-11\Big)+14+8s(\ln r+\gamma)\nonumber\\
&=-\frac4r-6+13r-r^2+8s(\ln r+\gamma).
\label{G2}
\end{align}
Equation (\ref{CK}) becomes $C_2=-\int r\,s\,G_2\,e^{-pr}dr$ with $p=1+\kappa$. The rational part has $s(\dots)=-4/r-4+16r-\tfrac{15}2r^2+\tfrac12r^3$ and integrates to $-4/p-4/p^2+32/p^3-45/p^4+12/p^5$. The logarithmic part, $8\int(r-r^2+r^3/4)(\ln r+\gamma)e^{-pr}dr$, is $8/p^2-24/p^3+22/p^4-\ln p\,(8/p^2-16/p^3+12/p^4)$. Adding and reversing the sign,
\begin{equation}
C_2=\frac4p-\frac4{p^2}-\frac8{p^3}+\frac{23}{p^4}-\frac{12}{p^5}+\ln p\Big(\frac8{p^2}-\frac{16}{p^3}+\frac{12}{p^4}\Big).
\end{equation}
A $P$ state has $\psi_\epsilon(0)=0$ for any central $Y$, so part (a) is absent at order $R^2$.

\section{Second derivation: size first, polarization second}

Take a definite nucleus, a thin shell, whose radius is its rms radius $R$. Let $u_R$ be the exact eigenfunction in its Coulomb potential ($-1/R$ inside, $-1/r$ outside) and $Y^R$ the folded Yukawa potential. The Hellmann--Feynman theorem gives $dE/d\epsilon=\int u_R^2Y^Rdr$ at any $R$. Subtracting the point value,
\begin{equation}
\int u_R^2Y^R-\int u^2Y=\int u^2(Y^R-Y)+\int(u_R^2-u^2)Y+\int(u_R^2-u^2)(Y^R-Y).
\label{split}
\end{equation}

\subsection{Folded potential}

Average $Y(d)$ over the shell, with $d^2=r^2+R^2-2rRc$ and $d\,dd=-rR\,dc$: $Y^R=-(2rR)^{-1}\int_{|r-R|}^{r+R}e^{-\kappa d}dd$, or
\begin{equation}
Y^R=Y\,\frac{\sinh\kappa R}{\kappa R}\ \ (r>R),\qquad Y^R=-\frac{e^{-\kappa R}\sinh\kappa r}{\kappa rR}\ \ (r<R).
\end{equation}
At fixed $\kappa$ and $\kappa R\ll1$, the outside difference is $Y^R-Y=(\kappa^2R^2/6)Y$, which contributes $-(R^2/6)\kappa^2\int u^2e^{-\kappa r}r^{-1}dr$; extending the lower limit from $R$ to $0$ costs $O(R^4)$. Inside, $Y^R=-1/R+\kappa+\dots$ and $Y=-1/r+\kappa+\dots$, so with $u\simeq u'(0)r$ the contribution is $u'(0)^2\int_0^Rr^2(1/r-1/R)dr=u'(0)^2R^2/6$. The first term of (\ref{split}) is therefore $R^2L/6$ with the same integral as before.

\subsection{Distorted wave function}

Inside, $u_R\propto\sin kr$ with $k^2=2(E+1/R)$, so $u_R'/u_R=k\cot kR=1/R-k^2R/3+\dots=1/R-\tfrac23+O(R)$. Outside, $u_R$ is the regular solution plus an admixture $c$ of the irregular one, $u_R\propto r-r^2+c+\dots$, with
\begin{equation}
\frac{u_R'}{u_R}\simeq\frac{1-2R}{R-R^2+c},\qquad \frac{u_R'}{u_R}=\frac1R-1-\frac c{R^2}+O(R\ln R).
\end{equation}
The logarithm in the error arises because the irregular solution is $1-2r\ln r+\dots$, whose slope adds a term of order $c\ln R/R$. Matching gives $c=-R^2/3$. The change $\delta u=u_R-u$ obeys $(H_0-E_n)\delta u=\delta E\,u$ outside to first order in $\delta E$. Multiplying by $u$ and integrating from $R$ to $\infty$ leaves the Wronskian, $\delta E=\tfrac12(u\,\delta u'-u'\delta u)_R\simeq-\tfrac12u'(0)^2c=u'(0)^2R^2/6=2R^2/3n^3$, the leading term of (\ref{res}).

Write $u=u'(0)\,re^{-r/n}s$ with $s=1$ or $1-r/2$, and $\delta u=\delta E\,u'(0)\,re^{-r/n}g$. Substitution gives $Dg=s$, where
\begin{align}
D&=-\tfrac12\partial_r^2+\Big(\frac1n-\frac1r\Big)\partial_r+\Big(\frac1n-1\Big)\frac1r,\\
Dr^k&=-\tfrac12k(k+1)r^{k-2}+\Big(\frac{k+1}n-1\Big)r^{k-1},
\end{align}
and $D(r^k\ln r)$ follows by differentiating in $k$. Decay at infinity excludes exponential growth of $g$, and powers with a logarithm suffice.

For $n=1$: $Dr^{-1}=-r^{-2}$, $D1=0$, $Dr=1-r^{-1}$, $D\ln r=-\tfrac12r^{-2}+r^{-1}$. The constant on the right needs $r$ with coefficient $1$; cancelling $r^{-1}$ needs $\ln r$ with coefficient $1$; cancelling $r^{-2}$ needs $-1/2r$. For $n=2$: $Dr^{-1}=-r^{-2}$, $D1=-\tfrac12r^{-1}$, $Dr=-r^{-1}$, $Dr^2=-3+r/2$ and $D(s\ln r)=-\tfrac12r^{-2}+\tfrac54r^{-1}-\tfrac14$. For $g=A_0/r+As\ln r+b_0+b_1r+b_2r^2$ the powers $r^1,r^0,r^{-2},r^{-1}$ give in turn $b_2=-1$, $3-A/4=1$ so $A=8$, $A_0=-A/2=-4$, and $b_0/2+b_1=10$. Thus
\begin{equation}
g_1=r+\ln r-\frac1{2r}+B_1,\qquad g_2=-\frac4r+10r-r^2+8s\ln r+B_2s .
\end{equation}
The $1/r$ terms reproduce the matched admixture, $c=(2R^2/3)(-\tfrac12)=(R^2/12)(-4)=-R^2/3$. The free multiples of $s$ follow from the norm, $\langle g/s\rangle=0$. For $1S$ the averages above give $B_1=\ln2+\gamma-\tfrac52$. For $2S$, $\int r^2e^{-r}sg_2\,dr=0-60+36+(36-16\gamma)+2B_2$, so $B_2=8\gamma-6$, and $-6s=-6+3r$. Hence $g_n=G_n$ of (\ref{G1}) and (\ref{G2}), and the second term of (\ref{split}) is $2\int u\,\delta u\,Y=2\,\delta E\langle YG_n/s\rangle=\delta E\,C_n$.

Inside the nucleus the outer form fails, but there $u\sim R$, $\delta u\sim R^2$, $Y\sim1/R$ over a length $R$, an error of order $R^3$. The third term of (\ref{split}) is $O(R^3)$ inside by the same count and $O(R^4)$ outside. For $2P$, $\delta E=\int_0^R(r^4/24)(1/r-1/R)dr=R^4/480$, so the distortion enters beyond order $R^2$.

\section{Limits}

At $\kappa=0$, $Y=-1/r$ rescales the charge by $1+\epsilon$. The formulas give $C_1=2+3-2=3$, $C_2=4-4-8+23-12=3$ and $L/u'(0)^2=1$: three powers of the charge from the density and one from the source. For $\beta\ll1$ these values hold up to $t\sim1/\beta$, so the relative correction grows as $4(2\alpha/3\pi)\ln(1/\beta)$ at leading logarithm. For $\beta\gg1$, $C_n\to4/\kappa$ like $L/u'(0)^2$. The substitution $t=1/\cos\phi$ gives $\int(1+1/2t^2)\sqrt{t^2-1}\,t^{-3}dt=\pi/4+\pi/32$, so each part tends to $(2\alpha/3\pi)(2/\beta)(9\pi/32)=3\alpha/8\beta$ relative to the Coulomb term. Numerical integration for $1S$ at $\beta=10^4$ gives $1.0005$ and $0.9999$ times this value for (a) and (b).

\section{What each derivation assumes}

The first derivation holds for any spherical nucleus with finite $R^2$ and shows that nothing else about the shape enters. It assumes that $F(q)$ may be truncated at $q^2$ although the integrals reach all $q$, it treats a delta function as a first-order perturbation, and for $2S$ it needs analyticity at the node. It supplies no estimate of its error. The second uses neither distributions nor complex paths and starts from a statement exact in $R$, but it is tied to one shape; that its $R^2$ term is universal is known from the first. Both rely on first order in $\epsilon$ and end in the same integrals.

Both also expand in $\kappa R$, which fails for $t\gtrsim1/\beta R$, and only the second controls this. For $\kappa R\gg1$, $Y$ is short-ranged with volume integral $-4\pi/\kappa^2$, so $\int u_R^2Y^R$ and $\int u^2Y$ are this factor times densities at the nucleus that differ by $O(R)$. The true integrand is $O(R/\kappa^2)$ and the expanded one $O(R^2/\kappa)$; with $w\,dt\propto d\kappa/\kappa$ both contribute $O(R^3)$ above $\kappa=1/R$. The interior terms of order $R^3$ do not fall with $\kappa$ for $1\ll\kappa\ll1/R$, which permits $R^3\ln R$. For $S$ states and $\beta$ of order one the remainder, relative to the polarization term, is thus of order $R$ and $R\ln R$, with shape-dependent coefficients; for $\beta\gg1$ the polarization term falls as $1/\beta$ and $R$ is replaced by $\beta R$ in this estimate. Equation (\ref{res}) fails when $R$ approaches $a$ or $\beta R$ approaches $1$, and it omits relativistic corrections, which grow with $Z\alpha$.

\section{Muonic hydrogen}

With tabulated values $m_e=0.510999$, $m_\mu=105.65838$, $m_p=938.2721$ MeV, $\alpha=0.0072973526$ and $\hbar c=197.32698$ MeV\,fm, one finds $\mu=m_\mu m_p/(m_\mu+m_p)=94.9645$ MeV, $\beta=m_e/\mu\alpha=0.73738$, $a=\hbar c/\mu\alpha=284.75$ fm, and the unit of the coefficient $\mu^3\alpha^4/(\hbar c)^2=62.3694$ meV/fm$^2$. The spectral integrals, by Gauss--Legendre quadrature in $\theta$ with $t=\cosh\theta$, are $\int wC_2=3.2618\times10^{-3}$, $\int wL_{2S}=1.0572\times10^{-3}$ and $\int wL_{2P}=-2.027\times10^{-5}$. In meV/fm$^2$,
\begin{align}
2S,\ \text{Coulomb}&:\ 62.3694/12=5.1975,\nonumber\\
2S,\ (a)&:\ 5.1975\times3.2618\times10^{-3}=0.01695,\nonumber\\
2S,\ (b)&:\ 62.3694\times1.0572\times10^{-3}/6=0.01099,\nonumber\\
2P,\ (b)&:\ -62.3694\times2.027\times10^{-5}/6=-0.00021.\nonumber
\end{align}
For $2P-2S$, (a) is $-0.01695$ and (b) is $-0.00021-0.01099=-0.01120$; together they are $-0.02815$, a fraction $5.42\times10^{-3}$ of the Coulomb term, and the coefficient becomes $-5.2256$ meV/fm$^2$ in this model. With the tabulated radius $0.8407$ fm ($R/a=0.00295$) the shifts are $-3.67$, $-0.0120$ and $-0.0079$ meV. For $1S$, $\int wC_1=4.0212\times10^{-3}$ and $\int wL_{1S}=8.2046\times10^{-3}$ give $41.580$, $0.1672$ and $0.0853$ meV/fm$^2$; relative to the Coulomb term, (a) and (b) together are $6.07\times10^{-3}$ for $1S$ and $5.38\times10^{-3}$ for $2S$, so the correction does not scale as $1/n^3$.

The remainder can be sized in the shell model. Integrating the radial equation inward with an eighth-order Runge--Kutta method, matching to $\sin kr$, and evaluating $\int u_R^2Y^R$ by quadrature at $R/a=0.00296$ gives a $2S$ Coulomb shift of $0.9952$ times $R^2/12$ and a polarization shift of $0.9799$ times (a)+(b). The polarization term is thus overestimated by $2\%$ of itself for this shape, against $0.5\%$ for the Coulomb term. For $R/a$ between $0.003$ and $0.024$ the relative deficit of the polarization term in this model is close to $R(1.5-0.91\ln R)$, with $R$ in units of $a$, so the $R\ln R$ part supplies nearly four fifths of the $2\%$. The $0.5\%$ Coulomb remainder is of the same size as the whole polarization correction and must be kept alongside it.

For the muonic helium-4 ion, $m_\alpha=3727.379$ MeV and $Z=2$ give $\mu=102.746$ MeV, $\beta=0.34077$ and a unit of $1263.87$ meV/fm$^2$. The $2P-2S$ coefficients are $-1263.87/12=-105.32$, $-0.536$ and $-0.341$ meV/fm$^2$, a relative correction of $8.33\times10^{-3}$. The remainder grows faster than the correction: for a radius near $1.68$ fm, $R/a\approx0.013$, and the shell model puts the $2S$ Coulomb shift about $2\%$ below $R^2/12$, more than twice the whole polarization correction, and the $2S$ polarization shift between $5\%$ and $6\%$ below (a)+(b). The $R^2$ coefficients alone therefore do not fix the helium radius at the level of this correction. The increase over hydrogen lies in the direction indicated by the two limits in $\beta$, although neither atom is in an asymptotic regime.
